# Gauge Origin and the Second-Order g Shift: A Guided Problem, part 1

(Sections cited here and not found follow in the second part.)

## First half: the operators and the change of origin

A molecule with unpaired electrons is placed in a uniform magnetic field $\mathbf B$. Its lowest level is a spin multiplet without orbital degeneracy, and the splitting of this multiplet is described by a $g$ tensor. One reason why the tensor differs from that of a free spin is that spin-orbit coupling lets the spin feel the orbital motion that the field induces. To calculate this effect one must choose a vector potential, and with it a point $\mathbf O$ at which the vector potential vanishes. The point has no physical meaning. The problem is to find out what each contribution to the $g$ tensor does when $\mathbf O$ is moved.

Hartree atomic units are used, so the electron has charge $-1$ and mass 1, and the Bohr magneton is $\tfrac12$. The fine-structure constant is $\alpha$. The nuclei are fixed. Electron $i$ has position $\mathbf r_i$, canonical momentum $\mathbf p_i=-i\nabla_i$ and spin $\mathbf s_i$. Without field and without spin-orbit coupling the Hamiltonian is

$$H_0=\sum_i\left[\tfrac12 p_i^2+V(\mathbf r_i)\right]+\sum_{i<j}\frac1{r_{ij}},\qquad V(\mathbf r)=-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|},$$

where $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and $Z_A$ and $\mathbf R_A$ are the charge and position of nucleus $A$. All potentials in $H_0$ are local, meaning that they multiply the wave function by a function of the positions. The spin-orbit operator is that of Breit and Pauli, with the free-electron $g$ factor inside it set to 2:

$$H_{\rm SO}=\frac{\alpha^2}{2}\sum_i\mathbf s_i\cdot(\nabla_iV\times\mathbf p_i)-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j).$$

### (a) Which operators are linear in the field?

**Question.** Write $H_{\rm SO}$ in the form $\sum_i\mathbf F_i\cdot\mathbf p_i$, where $\mathbf F_i$ contains positions and spins but no momenta, and show that this form is Hermitian. Then introduce the field and collect the terms linear in $\mathbf B$ that contain the vector potential.

**Solution.** A scalar triple product is unchanged by a cyclic permutation, and the spins commute with positions and momenta. Hence

$$\mathbf s_i\cdot(\nabla_iV\times\mathbf p_i)=(\mathbf s_i\times\nabla_iV)\cdot\mathbf p_i .$$

In the two-electron part we use $\nabla_i(1/r_{ij})=-\mathbf r_{ij}/r_{ij}^3$. The minus sign in front of that part is absorbed, and the same permutation gives

$$H_{\rm SO}=\sum_i\mathbf F_i\cdot\mathbf p_i,\qquad
\mathbf F_i=\frac{\alpha^2}{2}\left[\mathbf s_i\times\nabla_iV+\sum_{j\ne i}(\mathbf s_i+2\mathbf s_j)\times\nabla_i\frac1{r_{ij}}\right].$$

The adjoint of $\mathbf F_i\cdot\mathbf p_i$ is $\mathbf p_i\cdot\mathbf F_i$, because $\mathbf F_i$ is Hermitian. The two differ by

$$\mathbf p_i\cdot\mathbf F_i-\mathbf F_i\cdot\mathbf p_i=-i\,\nabla_i\cdot\mathbf F_i .$$

Each term of $\mathbf F_i$ is a constant spin vector $\mathbf c$ crossed into a gradient $\nabla_i f$. For such a term

$$\nabla_i\cdot(\mathbf c\times\nabla_if)=-\mathbf c\cdot(\nabla_i\times\nabla_if)=0,$$

since the curl of a gradient vanishes. The operator is therefore Hermitian, and the order of $\mathbf F_i$ and $\mathbf p_i$ in the scalar product does not matter.

A uniform field is described by

$$\mathbf A_i=\tfrac12\,\mathbf B\times(\mathbf r_i-\mathbf O).$$

For an electron of charge $-1$, the canonical momentum is replaced by the kinetic momentum $\mathbf p_i+\mathbf A_i$ in every place where it occurs. In the kinetic energy this gives

$$\tfrac12(\mathbf p_i+\mathbf A_i)^2=\tfrac12p_i^2+\tfrac12(\mathbf p_i\cdot\mathbf A_i+\mathbf A_i\cdot\mathbf p_i)+\tfrac12A_i^2 .$$

The divergence of $\mathbf A_i$ is $-\tfrac12\mathbf B\cdot[\nabla_i\times(\mathbf r_i-\mathbf O)]=0$, so $\mathbf p_i\cdot\mathbf A_i=\mathbf A_i\cdot\mathbf p_i$. The linear term is $\mathbf A_i\cdot\mathbf p_i$, and a cyclic permutation turns it into the orbital Zeeman operator

$$H_{\rm OZ}=\sum_i\mathbf A_i\cdot\mathbf p_i=\tfrac12\,\mathbf B\cdot\sum_i(\mathbf r_i-\mathbf O)\times\mathbf p_i .$$

The same replacement in the spin-orbit operator gives $\sum_i\mathbf F_i\cdot(\mathbf p_i+\mathbf A_i)$. The new term is the gauge-correction operator

$$H_{\rm GC}=\sum_i\mathbf F_i\cdot\mathbf A_i .$$

Its physical content is easiest to see in the nuclear part, where the spin couples to the velocity with which its electron moves through the electric field of the nuclei. In a magnetic field the velocity is given by $\mathbf p_i+\mathbf A_i$ to leading order, not by $\mathbf p_i$ alone. The operators $H_{\rm SO}$ and $H_{\rm GC}$ are thus two pieces of one interaction.

The two operators enter the $g$ tensor at different orders of perturbation theory. $H_{\rm GC}$ already contains one field and one spin, so it contributes through its expectation value. $H_{\rm OZ}$ contains the field but no spin, and $H_{\rm SO}$ contains the spin but no field. They contribute together, in second order. Both contributions are of order $\alpha^2$.

The spin Zeeman term and its kinetic-energy correction, which is proportional to $p_i^2\,\mathbf s_i\cdot\mathbf B$, already contain one explicit factor $\mathbf B$. A vector potential inserted into them would give a term quadratic in the field. At linear order they do not depend on $\mathbf O$, and they are left aside.

### (b) What does a shift of the origin do to the operators?

**Question.** Move the origin from $\mathbf O$ to $\mathbf O+\mathbf D$. Express the changes of $H_{\rm OZ}$ and $H_{\rm GC}$ through the vector $\mathbf u=\mathbf B\times\mathbf D$.

**Solution.** The new vector potential is

$$\tfrac12\,\mathbf B\times(\mathbf r_i-\mathbf O-\mathbf D)=\mathbf A_i-\tfrac12\,\mathbf u .$$

It differs from the old one by a constant vector, so its curl, the magnetic field, is the same. We insert the change $-\tfrac12\mathbf u$ into both operators and define the total momentum $\mathbf P=\sum_i\mathbf p_i$:

$$\delta H_{\rm OZ}=-\tfrac12\,\mathbf u\cdot\mathbf P,\qquad
\delta H_{\rm GC}=-\tfrac12\,\mathbf u\cdot\sum_i\mathbf F_i .$$

If $\mathbf D$ is parallel to $\mathbf B$, then $\mathbf u=0$ and neither operator changes. For other directions the changes grow in proportion to the distance. They are different operators: one contains the momentum and no spin, the other contains spins and electric fields but no momentum. They cannot cancel as operators, and any relation between their effects must come from the quantum states.

### (c) How are momentum and position related?

**Question.** Let $\mathbf R=\sum_i\mathbf r_i$. Evaluate $i[H_0,\mathbf R]$ and $i[\mathbf R,H_{\rm SO}]$. Use the first commutator to rewrite the matrix elements of $\mathbf P$ between eigenstates of $H_0$.

**Solution.** The canonical commutator is $[r_{ia},p_{jb}]=i\,\delta_{ij}\delta_{ab}$, with $a,b$ denoting Cartesian components. The local potentials in $H_0$, including the repulsion $1/r_{ij}$, commute with all positions. The kinetic energy is left:

$$[\tfrac12p_i^2,r_{ia}]=\tfrac12\sum_b\left(p_{ib}[p_{ib},r_{ia}]+[p_{ib},r_{ia}]p_{ib}\right)=\tfrac12(-ip_{ia}-ip_{ia})=-ip_{ia}.$$

Summing over the electrons and multiplying by $i$ gives

$$i[H_0,\mathbf R]=\mathbf P .$$

In $H_{\rm SO}$ the factors $\mathbf F_i$ commute with positions, so the commutator acts on the momenta alone:

$$[R_a,H_{\rm SO}]=\sum_i\sum_bF_{ib}\,[r_{ia},p_{ib}]=i\sum_iF_{ia},
\qquad\text{hence}\qquad
i[\mathbf R,H_{\rm SO}]=-\sum_i\mathbf F_i .$$

The sum of field vectors that appeared in $\delta H_{\rm GC}$ has returned. This is so because $H_{\rm GC}$ was obtained from the same $\mathbf F_i$ as $H_{\rm SO}$.

Let $|m\rangle$ and $|n\rangle$ be eigenstates of $H_0$ with energies $E_m$ and $E_n$. In the first commutator $H_0$ acts to the left in one term and to the right in the other:

$$\langle m|\mathbf P|n\rangle=i\langle m|H_0\mathbf R-\mathbf RH_0|n\rangle=i(E_m-E_n)\langle m|\mathbf R|n\rangle .$$

For $E_m=E_n$ the matrix element vanishes. A bound stationary state has no mean total momentum, and states of one degenerate level are not connected by $\mathbf P$.

The step uses the locality of the potentials. A nonlocal potential, such as the exchange operator of Hartree-Fock theory, need not commute with $\mathbf r_i$. Then $i[H_0,\mathbf R]$ contains a further term, and the relation as derived here does not hold.

### (d) How does the energy of the multiplet respond?

**Question.** The ground level consists of the states $|0M\rangle$ with total spin $S$ and $M=-S,\dots,S$, and it has no degeneracy beyond these $2S+1$ states. Write the matrix of the second-order energy that is linear in both $H_{\rm OZ}$ and $H_{\rm SO}$. Find its change under the shift of origin, and compare it with the change due to $H_{\rm GC}$.

**Solution.** Let $E_0$ be the energy of the multiplet. Degenerate perturbation theory gives an effective Hamiltonian within the multiplet. Its part bilinear in the two operators is

$$h_{MM'}=\sum_n{}'\,\frac{\langle 0M|H_{\rm OZ}|n\rangle\langle n|H_{\rm SO}|0M'\rangle+\langle 0M|H_{\rm SO}|n\rangle\langle n|H_{\rm OZ}|0M'\rangle}{E_0-E_n}.$$

The prime means that the states of the multiplet are left out. The sum runs over all other eigenstates of $H_0$, including those of the continuum. Under the shift, $H_{\rm OZ}$ is replaced by $\delta H_{\rm OZ}=-\tfrac12\mathbf u\cdot\mathbf P$. Part (c) supplies the two matrix elements

$$\langle0M|\mathbf P|n\rangle=i(E_0-E_n)\langle0M|\mathbf R|n\rangle,\qquad
\langle n|\mathbf P|0M'\rangle=-i(E_0-E_n)\langle n|\mathbf R|0M'\rangle .$$

The second has the opposite sign because the order of the energies is reversed. The energy denominators cancel:

$$\delta h_{MM'}=-\frac i2\,\mathbf u\cdot\sum_n{}'\left[\langle0M|\mathbf R|n\rangle\langle n|H_{\rm SO}|0M'\rangle-\langle0M|H_{\rm SO}|n\rangle\langle n|\mathbf R|0M'\rangle\right].$$

To use completeness we need the states of the multiplet in the sum as well. The operator $\mathbf R$ does not act on spin, so it commutes with every component of the total spin. It therefore cannot change $M$, and its mean value is the same for all members of the multiplet, because the raising and lowering operators of the total spin connect them. Hence $\langle0M|\mathbf R|0M''\rangle=\bar{\mathbf R}\,\delta_{MM''}$, with one vector $\bar{\mathbf R}$ for all $M$. The terms that were left out would add up to

$$\bar{\mathbf R}\,\langle0M|H_{\rm SO}|0M'\rangle-\langle0M|H_{\rm SO}|0M'\rangle\,\bar{\mathbf R}=0 .$$

They may be included without changing the result. The sum then runs over a complete set, $\sum_n|n\rangle\langle n|=1$, and it collapses to a commutator:

$$\delta h_{MM'}=-\tfrac12\,\mathbf u\cdot\langle0M|\,i[\mathbf R,H_{\rm SO}]\,|0M'\rangle
=+\tfrac12\,\mathbf u\cdot\langle0M|\sum_i\mathbf F_i|0M'\rangle .$$

The gauge correction acts in first order. By part (b) its matrix changes by

$$\langle0M|\delta H_{\rm GC}|0M'\rangle=-\tfrac12\,\mathbf u\cdot\langle0M|\sum_i\mathbf F_i|0M'\rangle .$$

The two changes add to zero for every pair $M,M'$, every direction of the field and every displacement. What cancels is the dependence on the origin. The gauge correction does not cancel the second-order shift itself, and the sum of the two is in general different from zero.

The result can also be read without an expansion in the spin-orbit coupling. The complete change of the operators linear in the field is

$$\delta H_{\rm OZ}+\delta H_{\rm GC}=-\tfrac12\,\mathbf u\cdot\Big(\mathbf P+\sum_i\mathbf F_i\Big)=-\frac i2\,[H_0+H_{\rm SO},\,\mathbf u\cdot\mathbf R],$$

by the two commutators of part (c). Between two eigenstates of $H_0+H_{\rm SO}$ with the same energy, the matrix element of this commutator vanishes. The Zeeman splitting linear in the field therefore does not depend on the origin, at any strength of $H_{\rm SO}$ for which such eigenstates exist. With point nuclei this is a real restriction: the spin-orbit term behaves as $1/r^3$ and is attractive for $j=l-\tfrac12$, so $H_0+H_{\rm SO}$ is not bounded from below. The non-perturbative reading applies to smooth or regularized potentials. The cancellation found above is the part of this statement that is linear in the spin-orbit coupling.

The proof rests on four conditions. The potentials in $H_0$ are local, the multiplet has no orbital degeneracy, the intermediate states are complete, and $H_{\rm GC}$ is built from the same $\mathbf F_i$ as $H_{\rm SO}$. The last condition matters when the spin-orbit operator is approximated, for instance by effective nuclear charges. The proof still applies if the same charges are used in the gauge correction. If bare charges are used in one operator and effective charges in the other, the two sums of field vectors differ, and a dependence on the origin remains unless their expectation values happen to agree.

## Second half: the tensor, its special cases and a finite basis

The symbols carried over are these. $H_0$ is the spin-free Hamiltonian with local potentials, $V$ is the nuclear attraction, and $H_{\rm SO}=\sum_i\mathbf F_i\cdot\mathbf p_i$ is the spin-orbit operator. The vector potential is $\mathbf A_i=\tfrac12\mathbf B\times(\mathbf r_i-\mathbf O)$. The second-order contribution of the orbital Zeeman and spin-orbit operators is called OZ/SO. The first-order contribution of $H_{\rm GC}=\sum_i\mathbf F_i\cdot\mathbf A_i$ is called GC. When the origin moves by $\mathbf D$, the effective Hamiltonian of the multiplet changes by $+\tfrac12(\mathbf B\times\mathbf D)\cdot\langle\sum_i\mathbf F_i\rangle$ through OZ/SO and by the negative of this through GC. The proof used $i[H_0,\mathbf R]=\mathbf P$, with $\mathbf R=\sum_i\mathbf r_i$ and $\mathbf P=\sum_i\mathbf p_i$, and a complete set of states.

From here on the spin-orbit operator is restricted to its nuclear part, $\mathbf F_i=\tfrac{\alpha^2}2\,\mathbf s_i\times\nabla_iV$.

We have shown that, for local potentials, a multiplet without orbital degeneracy, complete intermediate states and the same $\mathbf F_i$ in both operators, the origin dependence of the OZ/SO contribution is cancelled exactly by that of the gauge correction. It remains to express these changes in the $g$ tensor, to find when each part is independent of the origin by itself, and to see what is left in a finite basis and in a real molecule.
